# Radial Dirac–Fock–Breit Equations for Closed-Shell Atoms, part 3

The radial Dirac–Fock–Breit equations of a closed-shell atom have been derived, in Hartree units with $\alpha=1/c$. Subshell $A=(n,\kappa_A)$ holds $q_A=2j_A+1=2|\kappa_A|$ electrons; $\kappa=-(l+1)$ for $j=l+\tfrac12$, $\kappa=l$ for $j=l-\tfrac12$. Orbitals $\psi_a$ have large part $P_A\Omega_{\kappa_Am_a}/r$ and small part $iQ_A\Omega_{-\kappa_Am_a}/r$. A dimensional estimate gave inner-pair Breit energies of order $\alpha^2Z^3$. The interaction is $1/r_{12}+B$:

$$B=-\alpha_{1i}D_{ij}\alpha_{2j},\qquad D_{ij}=\frac{\delta_{ij}+n_in_j}{2r_{12}},\qquad \mathbf n=\frac{\mathbf r_1-\mathbf r_2}{r_{12}}.\tag{6}$$

With $\mathbf j_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b$ and $\tilde{\mathbf j}^{\,T}$ its transform's part perpendicular to $\mathbf k$,

$$E_B=\frac12\sum_{ab}\iint\mathbf j_{ab}(1)\cdot D\cdot\mathbf j^*_{ab}(2)=\frac12\sum_{ab}\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\big|\tilde{\mathbf j}^{\,T}_{ab}(\mathbf k)\big|^2 .\tag{11}$$

Gaunt ($D_{ij}\to\delta_{ij}/r_{12}$) uses the full $\tilde{\mathbf j}_{ab}$, so $0\le E_B\le E_{\rm Gaunt}$; retardation is the rest. With $\Delta=\kappa_A-\kappa_B$,

$$\begin{aligned}S&=P_AQ_B+Q_AP_B,\\ M&=(\Delta-J)P_AQ_B+(\Delta+J)Q_AP_B,\\ N&=(\Delta+J+1)P_AQ_B+(\Delta-J-1)Q_AP_B .\end{aligned}\tag{21}$$

For $y=\int\Omega^\dagger_{\kappa_Am_a}Y_{J\mu}\Omega_{\kappa_Bm_b}d\Omega$ and $C=\langle j_A\tfrac12\,j_B\,{-\tfrac12}|J0\rangle$,

$$\sum_{m_am_b\mu}|y|^2=\frac{(2J+1)\,q_Aq_B}{4\pi}\,\Lambda_J(\kappa_A,\kappa_B),\qquad \Lambda_J=\frac{C^2}{2J+1}=\begin{pmatrix}j_A&J&j_B\\ \tfrac12&0&-\tfrac12\end{pmatrix}^2\tag{22}$$

for $l_A+l_B+J$ even and $|j_A-j_B|\le J\le j_A+j_B$, zero otherwise; $\bar\Lambda_J=\Lambda_J(-\kappa_A,\kappa_B)$ needs $l_A+l_B+J$ odd. $S$ is the magnetic channel, untouched by retardation; $M,N$ are electric. With $U_L=r_<^L/r_>^{L+1}$, $W_J(r,s)=r^{J-1}/s^J-r^{J+1}/s^{J+2}$, $\langle fUg\rangle=\iint f(r)U(r,s)g(s)\,dr\,ds$, $E_B=\tfrac12\sum_{AB}q_Aq_B\,e_{AB}$:

$$e_{AB}=\sum_{J\ge1}\Big\{\bar\Lambda_Jc_0\langle SU_JS\rangle+\Lambda_J\Big[c_-\langle MU_{J-1}M\rangle+c_+\langle NU_{J+1}N\rangle-c_\times\!\!\iint_{r<s}\!\!M(r)W_J(r,s)N(s)\Big]\Big\},\tag{23}$$

$$c_0=\frac{(\kappa_A+\kappa_B)^2}{J(J+1)},\quad c_-=\frac{J+1}{J(2J-1)(2J+1)},\quad c_+=\frac{J}{(J+1)(2J+1)(2J+3)},\quad c_\times=\frac1{2J+1}.\tag{24}$$

Varying $A$ in the first slot only ($\delta_1$),

$$\delta_1e_{AB}=2\sum_J\int\big[a_0\,\delta S+a_-\,\delta M+a_+\,\delta N\big]dr,\tag{26}$$

$$\begin{aligned}a_0(r)&=\bar\Lambda_Jc_0\int_0^\infty U_J(r,s)S(s)\,ds,\\ a_-(r)&=\Lambda_J\Big[c_-\int_0^\infty U_{J-1}(r,s)M(s)\,ds-\frac{c_\times}{2}\int_r^\infty W_J(r,s)N(s)\,ds\Big],\\ a_+(r)&=\Lambda_J\Big[c_+\int_0^\infty U_{J+1}(r,s)N(s)\,ds-\frac{c_\times}{2}\int_0^rW_J(s,r)M(s)\,ds\Big].\end{aligned}\tag{27}$$

$$\begin{aligned}\mathcal B^P_A&=\sum_Bq_B\sum_{J\ge1}\big[a_0+(\Delta-J)a_-+(\Delta+J+1)a_+\big]\,Q_B,\\ \mathcal B^Q_A&=\sum_Bq_B\sum_{J\ge1}\big[a_0+(\Delta+J)a_-+(\Delta-J-1)a_+\big]\,P_B .\end{aligned}\tag{28}$$

With $\rho_{AB}=P_AP_B+Q_AQ_B$,

$$V_H(r)=\sum_Bq_B\int U_0\,\rho_{BB}\,ds,\qquad x_{AB}(r)=\sum_J\Lambda_J\int U_J\,\rho_{AB}\,ds .\tag{29}$$

$F$ is the resulting linear operator on $(P_A,Q_A)$, $F^B$ its Breit part, $h$ the one-electron Dirac operator. Mixing occupied subshells of one $\kappa$ diagonalizes the multipliers $\varepsilon_{AA'}$. With $V=V_{\rm nuc}+V_H$,

$$(V-\varepsilon_A)P_A+c\Big(-Q_A'+\frac{\kappa_A}{r}Q_A\Big)-\sum_Bq_Bx_{AB}P_B+\mathcal B^P_A=0,\tag{30}$$

$$c\Big(P_A'+\frac{\kappa_A}{r}P_A\Big)+(V-2c^2-\varepsilon_A)Q_A-\sum_Bq_Bx_{AB}Q_B+\mathcal B^Q_A=0 .\tag{31}$$

### Special cases and limits

For $B=A$, $\Delta=0$ and $P_AQ_B=Q_AP_B$, so $M=N=0$, $S=2P_AQ_A$, and only magnetic multipoles act. They have odd $J$, since $2l_A+J$ must be odd. Then $\int P_A\mathcal B^P$ and $\int Q_A\mathcal B^Q$ from the own subshell are equal, and Gaunt and Breit coincide for it.

For $1s^2$, $J=1$, $C^2=\tfrac12$, $\bar\Lambda_1=\tfrac16$, $c_0=4/2=2$, so $a_0=\tfrac23\int U_1PQ\,ds$, $\mathcal B^P=\tfrac43Q\int U_1PQ\,ds$ and

$$E_B(1s^2)=\tfrac12\cdot4\cdot\tfrac16\cdot2\cdot4\,\langle PQ\,U_1\,PQ\rangle=\tfrac83\langle PQ\,U_1\,PQ\rangle .\tag{32}$$

To leading order in $\alpha$, (31) gives $Q=(P'+\kappa P/r)/2c$. For the hydrogenic $P=2Z^{3/2}re^{-Zr}$ and $\kappa=-1$, $P'-P/r=-ZP$ and $Q=-\tfrac12Z\alpha P$. The integral is $\langle P^2U_1P^2\rangle=2\int_0^\infty rP^2(r)\int_r^\infty s^{-2}P^2(s)\,ds\,dr$. The inner integral is $2Z^2e^{-2Zr}$, and the outer one is $16Z^5\int r^3e^{-4Zr}dr=16Z^5\cdot6/(4Z)^4=3Z/8$. So $E_B=\tfrac83\cdot\tfrac14Z^2\alpha^2\cdot\tfrac38Z=\tfrac14\alpha^2Z^3$ for unscreened hydrogenic orbitals at leading order in $Z\alpha$, which is the scaling found at the start.

The two rows of (28) matter at the same order. The potentials are $O(\alpha)$, so $\mathcal B^P=O(\alpha^2)$ and $\mathcal B^Q=O(\alpha)$. Solving (31) for $Q_A$ at leading order adds $\mathcal B^Q_A/2c^2=O(\alpha^3)$ to $Q_A$, and the kinetic term of (30) multiplies this by $c$, returning $O(\alpha^2)$. Neither row can be dropped in a consistent $\alpha^2$ treatment.

### Frozen and relaxed orbitals

Multiplying (28) by $P_A,Q_A$ and integrating sets $\delta S=S$, $\delta M=M$, $\delta N=N$ in (26), which restores (23):

$$\langle A|F^B|A\rangle=\int(P_A\mathcal B^P_A+Q_A\mathcal B^Q_A)\,dr=\sum_Bq_Be_{AB}\ge0,\qquad E_B=\frac12\sum_Aq_A\langle A|F^B|A\rangle .\tag{33}$$

Only the sum of the two rows is bound to be non-negative. Now scale the operator, $B\to\lambda B$. The energy $E(\lambda)$ is stationary under normalized changes of the orbitals, so only the explicit dependence survives:

$$\frac{dE}{d\lambda}=E_B(\lambda),\qquad E(1)-E(0)=\int_0^1E_B(\lambda)\,d\lambda=E_B(0)+\tfrac12E_B'(0)+\dots\tag{34}$$

The total energy changes at first order by $E_B$ of the Dirac–Fock orbitals, and relaxation enters at second order. An orbital energy is an eigenvalue of $F=h+G^C+\lambda F^B$, where $G^C$ collects the terms (29) and itself depends on the orbitals. The Hellmann–Feynman theorem for that eigenvalue gives

$$\frac{d\varepsilon_A}{d\lambda}\Big|_0=\langle A|F^B|A\rangle+\Big\langle A\Big|\frac{dG^C}{d\lambda}\Big|A\Big\rangle .\tag{35}$$

The second term contributes to $\varepsilon_A$ at first order in $\lambda$, and the positivity (11) does not fix its sign. The frozen shift (33) is therefore not the first-order shift of $\varepsilon_A$.

### Where the equations fail

An open shell with two or more unpaired $m$ can add a direct term between the unpaired orbitals, and unequal occupations within one $\kappa$ remove the invariance that diagonalized $\varepsilon_{AA'}$. One determinant omits correlation, including its cross terms with $B$. The operator (6) neglects the energy $\omega=|\varepsilon_A-\varepsilon_B|$ carried by the exchanged photon and requires $\omega r_{12}/c\ll1$. For $B=A$, $\omega=0$; for pairs of inner subshells of different $n$, $\omega\sim Z^2$ and $r_{12}\sim1/Z$, so the parameter is of order $Z\alpha$; between the $n=2$ subshells $\omega$ is much smaller than between $1s$ and $n=2$ (in the lead example below, $24\ E_h$ for $2s$–$2p_{1/2}$ and $105\ E_h$ for $2s$–$2p_{3/2}$, against $2668\ E_h$ for $1s$–$2s$). Terms of second order in $B$, such as $\tfrac12E_B'(0)$ in (34), come out of the self-consistent solution, but (6) is a one-photon approximation and does not contain everything of that order. The second term of (35) is linear in $B$ and is not subject to that reservation.

### Worked example: neutral lead

In $jj$ coupling the configuration [Xe]$4f^{14}5d^{10}6s^26p_{1/2}^2$ fills every relativistic subshell it contains, so (30)–(31) apply. It is a one-determinant model of the ground state; mixing with other $J=0$ configurations of $6p^2$ is left out. The nucleus is a Gaussian charge of rough rms radius $5.5$ fm $=1.0393\times10^{-4}$ bohr, with exponent $\zeta=3/(2R_{\rm rms}^2)=1.3886\times10^8$ bohr$^{-2}$ and $V_{\rm nuc}=-82\,\mathrm{erf}(\sqrt\zeta\,r)/r$; $c=137.035999$. The large components are expanded in $r^{l+1}e^{-\zeta_ir^2}$ with exponents in geometric ratio $1.8$, starting from $0.03,0.02,0.06,0.15$ bohr$^{-2}$ and numbering $38,36,25,18$ for $s,p,d,f$. The small components are expanded in $(\partial_r+\kappa/r)$ applied to the same functions, the leading-order relation found above (kinetic balance). The program and its output follow this section.

The totals are $-20913.8084\ E_h$ (Dirac–Fock) and $-20889.0847\ E_h$ (Dirac–Fock–Breit). A coarser basis of ratio $2.0$ gives $-20913.8016$ and $-20889.0778\ E_h$, so each total moves by about $0.007\ E_h$, while their difference moves from $24.72376$ to $24.72373\ E_h$. This suggests, without bounding it, an error of order $0.01\ E_h$ in the totals within this model (the smallest exponents and the radial grid were not varied); their sensitivity to the rough nuclear radius was not examined, and the further digits below serve to display small differences at a fixed nucleus and basis.

With Dirac–Fock orbitals, the Gaunt energy is $27.6961\ E_h$ and the retardation energy $-2.9364\ E_h$, so $E_B(0)=27.6961-2.9364=24.7597\ E_h=673.74$ eV. The signs are those required by (11), and retardation removes $2.9364/27.6961=10.6\%$ of the Gaunt value. Solving (30)–(31) at $\lambda=0,\tfrac12,1$ and integrating (34) by Simpson's rule,

$$\frac{24.75966+4\times24.72375+24.68792}{6}=\frac{148.34258}{6}=24.72376\ E_h ,$$

equal to the directly computed $E(1)-E(0)=24.72376\ E_h=672.77$ eV. This tests that the solutions are stationary points of the energy functional used in the program. It does not test the coefficients in (23), since the identity (34) holds for any symmetric kernel used consistently in the energy and the equations. The relaxation is $24.72376-24.75966=-0.03590\ E_h$, or $0.145\%$ of $E_B(0)$. If $E_B(\lambda)$ were linear it would be $\tfrac12(24.68792-24.75966)=-0.03587\ E_h$, so the second-order term of (34) accounts for nearly all of it.

The orbital energies behave differently (all in $E_h$):

| orbital | $\varepsilon$ (Dirac–Fock) | frozen shift | relaxed shift |
|---|---|---|---|
| $1s_{1/2}$ | $-3255.871$ | $12.6226$ | $11.9293$ |
| $2s_{1/2}$ | $-587.853$ | $1.6832$ | $1.3508$ |
| $2p_{1/2}$ | $-563.453$ | $2.6453$ | $2.2713$ |
| $2p_{3/2}$ | $-482.864$ | $1.7566$ | $1.4201$ |
| $3d_{5/2}$ | $-92.936$ | $0.2651$ | $0.1220$ |
| $4f_{7/2}$ | $-5.7067$ | $0.0257$ | $-0.0133$ |
| $5d_{5/2}$ | $-0.9997$ | $0.0061$ | $-0.0020$ |
| $6s_{1/2}$ | $-0.5473$ | $0.0024$ | $0.0003$ |
| $6p_{1/2}$ | $-0.2538$ | $0.0017$ | $0.0006$ |

Every frozen shift is positive, as (33) demands. The relaxed shift is lower than the frozen one for every orbital printed. For $1s$ the difference is $11.92932-12.62259=-0.69327\ E_h$, $5.5\%$ of the frozen shift, against $0.145\%$ of $E_B(0)$ for the total energy; the relaxed $1s$ shift is $324.61$ eV. For $4f_{7/2}$ the difference is $-0.01326-0.02569=-0.03895\ E_h$, larger than the frozen shift, and the sign reverses: the $4f$ and $5d$ electrons end up more strongly bound. For $6s$ the difference, $0.00027-0.00241=-0.00214\ E_h$, nearly cancels the frozen value. To first order in $\lambda$ these differences are the second term of (35). An expansion of the innermost shells would hardly lower the $4f$, $5d$ and $6s$ energies through direct repulsion, because outside a spherical charge the potential depends only on the total charge. The calculation does not separate the contributions of the individual shells to this term. The basis dependence of the individual orbital shifts was not examined, which matters most for the small valence values.

The $1s$ equation shows the coupling (28) term by term. With the Dirac–Fock–Breit orbitals, $\int Q_{1s}^2dr=0.09773$, so the rms ratio of small to large is $\sqrt{0.09773/0.90227}=0.33$, beside the leading-order $Z\alpha/2=82/(2\times137.036)=0.30$. The large row gives $\int P_{1s}\mathcal B^P=4.06180+2.92849\ E_h$ from $Q_{1s}$ and from the $Q_B$ of all other subshells; the small row gives $4.06180+1.53471\ E_h$. The own-shell parts are equal, as derived, and the four parts add to $12.5868\ E_h$, which the program finds equal to $\langle1s|F^B|1s\rangle$ from the matrix used in the iterations (it differs from the frozen $12.6226\ E_h$ because the orbitals differ). The own subshell supplies $8.1236/12.5868=65\%$ of the total, so restricting the sum in (28) to other subshells would lose most of the term. By (33) the $1s^2$ pair energy is $\tfrac12\cdot2\cdot8.1236=8.12\ E_h$. The hydrogenic leading order is $82^3/(4\times137.036^2)=7.34\ E_h$, low by $10\%$ of the computed value, within what an expansion in $(Z\alpha)^2=0.36$ allows.

Of the $2.92849\ E_h$ from other subshells in the large row, $2s$, $2p_{1/2}$ and $2p_{3/2}$ give $0.50369$, $1.75027$ and $0.04736\ E_h$, together $2.30132\ E_h$, and all higher subshells give $0.62717\ E_h$. The channels follow from (21)–(22) with $\kappa_A=-1$. For $2s$, $J=0$ drops out and the magnetic $J=1$ term acts as in (32). For $2p_{1/2}$, $\kappa_A+\kappa_B=0$ and $\Delta=-2$; only the electric $J=1$ term acts, with $M=-3P_AQ_B-Q_AP_B$ and $N=-4Q_AP_B$, and the large row receives $q_B(-3a_-)Q_B$, where $a_-$ contains the monopole kernel $U_0$. For $2p_{3/2}$, $\Delta=1$; the electric $J=1$ term has $M=2Q_AP_B$ and $N=3P_AQ_B-Q_AP_B$, so $a_-$ has coefficient zero in the large row, which receives $q_B(3a_++a_0)Q_B$ with $a_0$ from the magnetic $J=2$ term. The small component of $2p_{1/2}$ has the angular function $\Omega_{-1,m}$, of $s$ type like the $1s$ large component, and starts as $r$ inside a finite nucleus, whereas that of $2p_{3/2}$ has $\Omega_{2,m}$, of $d$ type, and starts as $r^3$. This affects the overlap with $P_{1s}$, but the two contributions also have different angular coefficients and kernels, and a single row is not sign-definite, so the factor $1.75027/0.04736=37$ cannot be assigned to the overlap alone.

For the pairs of $1s$ with the $n=2$ subshells the parameter of the static approximation is not very small. For $1s$–$2p_{1/2}$, $\omega=3255.87-563.45=2692.42\ E_h$, $\omega/c=19.6$ bohr$^{-1}$, and with $r_{12}\sim1/82$ bohr as a rough scale $\omega r_{12}/c\approx0.24$; for $1s$–$2s$ and $1s$–$2p_{3/2}$, $\omega$ is within about $3\%$ of this. The parameter does not tell which pair carries the largest correction, nor its sign. The frequency dependence left out of (6) cannot be assumed negligible on the scale of the $0.036\ E_h$ relaxation, and the value $24.72\ E_h$ is the self-consistent shift for the frequency-independent operator, not the complete transverse-photon correction of the atom.

## Computed results

```
max error, multipole vs Cartesian tensor: 3.1e-11 1/bohr
max error, angular formulas vs quadrature: 3.9e-15
angular current, full shell max / single m min: 4.2e-17 / 0.080
max rel. error, pair energies vs momentum space: 6.1e-15
model dE_B, kappa=-1, row P: finite diff 0.018283460, formula 0.018283460 Eh
model dE_B, kappa=-1, row Q: finite diff 0.044174011, formula 0.044174011 Eh
model dE_B, kappa= 2, row P: finite diff 0.008539473, formula 0.008539473 Eh
model dE_B, kappa= 2, row Q: finite diff 0.068760962, formula 0.068760962 Eh
Pb72+ Coulomb: radial -13501.523324, PySCF -13501.523324 Eh
Pb72+ Coulomb+Gaunt: radial -13483.121402, PySCF -13483.121402 Eh
c = 137.035999 a.u.; 1 Eh = 27.211386 eV
Pb nucleus rms = 1.0393e-04 bohr (5.5 fm), exponent 1.3886e+08 1/bohr^2
basis ratio 1.8, functions s,p,d,f: [38, 36, 25, 18] ; grid 235 points, step 0.09
smallest exponents s,p,d,f: [0.03, 0.02, 0.06, 0.15] 1/bohr^2
E Dirac-Fock       = -20913.8084 Eh (ratio 2.0: -20913.8016)
E Dirac-Fock-Breit = -20889.0847 Eh (ratio 2.0: -20889.0778)
first-order Gaunt = 27.6961 Eh, retardation = -2.9364 Eh
first-order Breit = 24.75966 Eh = 673.74 eV
E_B at strength 0.5 and 1 = 24.72375, 24.68792 Eh; Simpson = 24.72376 Eh
self-consistent shift = 24.72376 Eh = 672.77 eV (ratio 2.0: 24.72373 Eh)
relaxation = -0.03590 Eh
orbital: eps DF, eps DFB, frozen shift, relaxed shift (Eh)
1s1/2: -3255.87073 -3243.94141 12.62259 11.92932
2s1/2: -587.85286 -586.50207 1.68315 1.35079
2p1/2: -563.45302 -561.18168 2.64531 2.27134
2p3/2: -482.86437 -481.44426 1.75655 1.42011
3d3/2: -96.77634 -96.58729 0.33652 0.18905
3d5/2: -92.93573 -92.81370 0.26510 0.12203
4f5/2: -5.89891 -5.90570 0.03258 -0.00679
4f7/2: -5.70672 -5.71998 0.02569 -0.01326
5d3/2: -1.10792 -1.10810 0.00811 -0.00018
5d5/2: -0.99966 -1.00163 0.00606 -0.00197
6s1/2: -0.54728 -0.54701 0.00241 0.00027
6p1/2: -0.25380 -0.25319 0.00174 0.00061
1s relaxed shift = 324.61 eV
1s small-component norm (DFB) = 0.09773
1s Breit, P row via Q_B: own shell 4.06180, others 2.92849 Eh
1s Breit, Q row via P_B: own shell 4.06180, others 1.53471 Eh
1s Breit, P row from 2s, 2p1/2, 2p3/2: 0.50369, 1.75027, 0.04736 Eh
1s Breit, total <1s|F_B|1s> = 12.58681 Eh
```
